# The Weaire–Thorpe theorem: spectrum and gap of fourfold-coordinated networks: test program

```python
# Weaire-Thorpe theorem. N atoms, 4 orthonormal hybrids each, every hybrid bonded to
# one partner. H: V1 between hybrids of one atom, V2 between partners (Hartree).
# A adjacency matrix (eigenvalues eps), T partner swap, S map to s orbitals
# (equal-weight hybrid sum), x = E+V1, b = 1 if the network is bipartite, else 0.
# Under test:
#  det(E-H) = (x^2-V2^2)^N det[x^2-V2^2-4 V1 x - V1 V2 A],
#  E = V1 +- sqrt(4V1^2+V2^2+V1 V2 eps), pure-p levels -V1+V2 (N+b fold) and
#  -V1-V2 (N+1 fold), no level in |E-V1| < ||V2|-2|V1||, exact gaps, state counts.
import numpy as np
import sympy as sp
from itertools import product, combinations
from scipy.constants import physical_constants

EV = physical_constants["Hartree energy in eV"][0]
rng = np.random.default_rng(7)

def hybrid_pairs(n, bonds):
    used = [0]*n
    pairs = []
    for i, j in bonds:
        pairs.append((4*i+used[i], 4*j+used[j]))
        used[i] += 1
        used[j] += 1
    assert used == [4]*n
    return pairs

def hamiltonian(n, bonds, v1, v2, mat=None):
    H = np.zeros((4*n, 4*n)) if mat is None else mat
    for i in range(n):
        for a, c in combinations(range(4), 2):
            H[4*i+a, 4*i+c] = v1
            H[4*i+c, 4*i+a] = v1
    for a, c in hybrid_pairs(n, bonds):
        H[a, c] = v2
        H[c, a] = v2
    return H

def adjacency(n, bonds):
    A = np.zeros((n, n))
    for i, j in bonds:
        A[i, j] += 1
        A[j, i] += 1
    return A

def s_map(n):
    return np.kron(np.eye(n), np.full((4, 1), 0.5))

def colouring(n, bonds):
    """Graph search: returns (connected, bipartite)."""
    nb = [[] for _ in range(n)]
    for i, j in bonds:
        nb[i].append(j)
        nb[j].append(i)
    col, stack, bip = {0: 0}, [0], 1
    while stack:
        i = stack.pop()
        for j in nb[i]:
            if j not in col:
                col[j] = 1-col[i]
                stack.append(j)
            elif col[j] == col[i]:
                bip = 0
    return len(col) == n, bip

DIRS = [(1, 1, 1), (1, -1, -1), (-1, 1, -1), (-1, -1, 1)]

def diamond(L):
    fcc = [(0, 0, 0), (0, 2, 2), (2, 0, 2), (2, 2, 0)]
    sa = [tuple(4*c[k]+f[k] for k in range(3))
          for c in product(range(L), repeat=3) for f in fcc]
    sb = [tuple(t+1 for t in r) for r in sa]
    idx = {r: i for i, r in enumerate(sa+sb)}
    return len(idx), [(idx[r], idx[tuple((r[k]+d[k]) % (4*L) for k in range(3))])
                      for r in sa for d in DIRS]

def bond_switch(n, bonds, times):
    """Around a bond B-C replace bonds A-B, C-D by A-C, B-D."""
    es = {frozenset(e) for e in bonds}
    nbr = lambda i: sorted(j for j in range(n) if frozenset((i, j)) in es)
    done = 0
    while done < times:
        B = int(rng.integers(n))
        C = int(rng.choice(nbr(B)))
        a, d = int(rng.choice(nbr(B))), int(rng.choice(nbr(C)))
        if len({a, B, C, d}) < 4 or frozenset((a, C)) in es or frozenset((B, d)) in es:
            continue
        es -= {frozenset((a, B)), frozenset((C, d))}
        es |= {frozenset((a, C)), frozenset((B, d))}
        done += 1
    return n, sorted(tuple(sorted(e)) for e in es)

def random_network(n):
    while True:
        p = rng.permutation(np.repeat(np.arange(n), 4))
        bonds = [(int(p[2*k]), int(p[2*k+1])) for k in range(2*n)]
        if all(i != j for i, j in bonds) and colouring(n, bonds)[0]:
            return n, bonds

def check(net, v1, v2):
    n, bonds = net
    conn, b = colouring(n, bonds)
    assert conn
    H, A, S = hamiltonian(n, bonds, v1, v2), adjacency(n, bonds), s_map(n)
    T = hamiltonian(n, bonds, 0.0, 1.0)
    E, U = np.linalg.eigh(H)
    eps, u = np.linalg.eigh(A)
    assert abs(eps[-1]-4) < 1e-10 and eps[-2] < 4-1e-6
    assert (abs(eps[0]+4) < 1e-10) == bool(b)
    root = np.sqrt(4*v1**2+v2**2+v1*v2*eps)
    pred = np.sort(np.r_[v1-root, v1+root, [v2-v1]*n, [-v1-v2]*n])
    assert np.abs(E-pred).max() < 1e-10
    for sgn in (1, -1):
        psi = v2*T@S@u+(S@u)*(2*v1+sgn*root)
        assert np.abs(H@psi-psi*(v1+sgn*root)).max() < 1e-10
    w = ((S.T@U)**2).sum(0)
    fb, fa = abs(E-(v2-v1)) < 1e-8, abs(E+v1+v2) < 1e-8
    assert fb.sum() == n+b and fa.sum() == n+1
    assert w[fb | fa].max() < 1e-12
    Ed = E[~(fb | fa)]
    x = Ed+v1
    e_of_E = (x*x-v2**2-4*v1*x)/(v1*v2)
    assert np.abs(w[~(fb | fa)]-0.5-(8*v1+v2*e_of_E)/(8*(Ed-v1))).max() < 1e-8
    z = v1+0.07+0.11j
    x = z+v1
    I = np.eye(n)
    G = S.T@np.linalg.inv(z*np.eye(4*n)-H)@S
    Gmap = (x*I+v2*A/4)@np.linalg.inv((x*x-v2**2-4*v1*x)*I-v1*v2*A)
    assert np.abs(G-Gmap).max() < 1e-9
    half = abs(abs(v2)-2*abs(v1))
    assert np.abs(E-v1).min() > half-1e-10
    lo, hi, below = E[E < v1].max(), E[E > v1].min(), int((E < v1).sum())
    assert below == (2*n if abs(v2) > 2*abs(v1) else (n if v1 < 0 else 3*n))
    if v1*v2 > 0:
        assert abs(hi-lo-abs(v2-2*v1)-root[0]) < 1e-10
        assert (abs(hi-lo-abs(2*v2-4*v1)) < 1e-9) == bool(b)
    else:
        assert abs(hi-lo-2*half) < 1e-10
    hf = E[2*n]-E[2*n-1]
    if v1 < 0 and v2 < 0 and abs(v2) < 2*abs(v1):
        assert abs(hf-(root[0]-abs(v2-2*v1))) < 1e-10
    return dict(n=n, b=b, emin=eps[0], lo=lo, hi=hi, below=below, nb=int(fb.sum()),
                na=int(fa.sum()), bot=E[0], top=E[-1], hf=hf, E=E, w=w)

K5 = (5, list(combinations(range(5), 2)))
dimer = (2, [(0, 1)]*4)
dia = diamond(2)
sw = bond_switch(dia[0], dia[1], 8)
assert colouring(*dia) == (True, 1) and colouring(*sw) == (True, 0)

# exact determinant identity
Es, a1, a2 = sp.symbols("E V1 V2")
for (n, bonds), p1, p2 in ((dimer, a1, a2), (K5, sp.Integer(-2), sp.Integer(-5))):
    lhs = hamiltonian(n, bonds, p1, p2, sp.zeros(4*n)).charpoly(Es).all_coeffs()
    xs = Es+p1
    As = sp.Matrix(adjacency(n, bonds).astype(int).tolist())
    M = sp.expand(xs**2-p2**2-4*p1*xs)*sp.eye(n)-p1*p2*As
    rhs = sp.Poly(sp.expand((xs**2-p2**2)**n*M.det(method="berkowitz")), Es).all_coeffs()
    assert len(lhs) == len(rhs) and all(sp.expand(l-r) == 0 for l, r in zip(lhs, rhs))

# random networks and couplings of all signs
for net in (K5, dimer, sw, random_network(12), random_network(25), random_network(30)):
    for s1, s2 in product((1, -1), repeat=2):
        for ratio in (rng.uniform(0.4, 1.7), rng.uniform(2.3, 6.0)):
            m = rng.uniform(0.05, 0.2)
            check(net, s1*m, s2*m*ratio)

V1, V2 = -0.10, -0.25

# ring states on the complete graph
HK = hamiltonian(*K5, V1, V2)
hp = dict(zip(K5[1], hybrid_pairs(*K5)))
def ring_residual(ring, bonding):
    psi = np.zeros(20)
    for k, i in enumerate(ring):
        j = ring[(k+1) % len(ring)]
        hi_, hj = hp[(i, j)] if i < j else hp[(j, i)][::-1]
        psi[hi_], psi[hj] = ((-1)**k, (-1)**k) if bonding else (1, -1)
    return np.abs(HK@psi-(-V1+(V2 if bonding else -V2))*psi).max()
assert ring_residual([0, 1, 2], False) < 1e-14 and ring_residual([0, 1, 2, 3], False) < 1e-14
assert ring_residual([0, 1, 2, 3], True) < 1e-14 and ring_residual([0, 1, 2], True) > 0.1

# diamond Bloch Hamiltonian, cubic lattice constant 1
def bloch(k):
    ph = np.exp(1j*np.array(DIRS)@k/4)
    H = hamiltonian(*dimer, V1, 0.0).astype(complex)
    for j in range(4):
        H[j, 4+j], H[4+j, j] = V2*ph[j], V2*np.conj(ph[j])
    E = np.linalg.eigvalsh(H)
    f = abs(ph.sum())
    r = np.sqrt(4*V1**2+V2**2+V1*V2*np.array([f, -f]))
    assert np.abs(E-np.sort(np.r_[V1-r, V1+r, [V2-V1]*2, [-V1-V2]*2])).max() < 1e-10
    return f, E
for _ in range(200):
    bloch(rng.uniform(-7, 7, 3))

print(f"V1 = {V1:.2f} Ha, V2 = {V2:.2f} Ha, e_s = {3*V1:.2f} Ha, e_p = {-V1:.2f} Ha")
print(f"4V1^2+V2^2 = {4*V1**2+V2**2:.4f} Ha^2, V1V2 = {V1*V2:.4f} Ha^2")
print(f"flat levels -V1+V2 = {V2-V1:.3f} Ha, -V1-V2 = {-V1-V2:.3f} Ha")
print(f"pure s levels 3V1+V2 = {3*V1+V2:.3f} Ha, 3V1-V2 = {3*V1-V2:.3f} Ha")
bound = abs(2*V2-4*V1)
print(f"bound |2V2-4V1| = {bound:.4f} Ha = {bound*EV:.3f} eV")
nets = (("K5", K5), ("diamond64", dia), ("switched64", sw))
for name, net in nets:
    r = check(net, V1, V2)
    g = r["hi"]-r["lo"]
    print(f"{name}: N = {r['n']}, b = {r['b']}, eps_min = {r['emin']:.5f}")
    print(f"  multiplicity bonding p {r['nb']}, antibonding p {r['na']}, below gap {r['below']}")
    print(f"  bottom {r['bot']:.4f}, edges {r['lo']:.5f} {r['hi']:.5f}, top {r['top']:.4f} Ha")
    print(f"  gap = {g:.5f} Ha = {g*EV:.3f} eV")
r = check(K5, V1, V2)
for e in sorted(set(np.round(r["E"], 8))):
    m = abs(r["E"]-e) < 1e-7
    print(f"K5 level {e:.5f} Ha, multiplicity {m.sum()}, s weight {r['w'][m].mean():.5f}")
for name, k in (("Gamma", (0, 0, 0)), ("X", (2, 0, 0)), ("L", (1, 1, 1))):
    f, E = bloch(np.pi*np.array(k, float))
    print(f"{name}: |eps| = {f:.3f}, E/Ha =", " ".join(f"{e:.4f}" for e in E))

V2i = -0.15
print(f"inverted case V2 = {V2i:.2f} Ha, bound = {abs(2*V2i-4*V1):.4f} Ha")
for name, net in nets:
    r = check(net, V1, V2i)
    print(f"  {name}: gap {r['hi']-r['lo']:.5f} Ha, below {r['below']},"
          f" half-filling gap {abs(r['hf']):.5f} Ha")

V2o = 0.25
r = check(sw, V1, V2o)
assert r["hi"]-r["lo"] < abs(2*V2o-4*V1)-0.1
print(f"opposite signs V2 = {V2o:.2f} Ha: gap switched64 = {r['hi']-r['lo']:.4f} Ha")
print(f"  |2V2-4V1| = {abs(2*V2o-4*V1):.4f} Ha, |2V2+4V1| = {abs(2*V2o+4*V1):.4f} Ha")

# one cut bond puts levels into the forbidden window
V2c = -0.50
H = hamiltonian(*dia, V1, V2c)
half = abs(V2c-2*V1)
assert (abs(np.linalg.eigvalsh(H)-V1) < half-1e-9).sum() == 0
a, c = hybrid_pairs(*dia)[0]
H[a, c] = H[c, a] = 0.0
assert abs(np.linalg.norm((H-V1*np.eye(len(H)))[:, a])-2*abs(V1)) < 1e-12
E = np.linalg.eigvalsh(H)
ins = E[abs(E-V1) < half-1e-9]
assert len(ins) >= 1 and abs(ins-V1).min() <= 2*abs(V1)
print(f"cut bond, V2 = {V2c:.2f} Ha: window ({V1-half:.3f}, {V1+half:.3f}) Ha")
print("  gap levels/Ha:", " ".join(f"{e:.5f}" for e in ins))

# Harrison scaling V2 (d0/d)^2: bisection on the count of levels below V1
dc = np.sqrt(V2/(2*V1))
for name, net in (("dimer cell", dimer), ("K5", K5)):
    lo, hi = 1.0, 1.5
    for _ in range(40):
        mid = 0.5*(lo+hi)
        cnt = (np.linalg.eigvalsh(hamiltonian(*net, V1, V2/mid**2)) < V1).sum()
        lo, hi = (mid, hi) if cnt == 2*net[0] else (lo, mid)
    assert abs(lo-dc) < 1e-8
    print(f"critical d/d0 by bisection, {name}: {lo:.6f}")
print(f"critical d/d0 = sqrt(V2/2V1) = {dc:.6f}")
print("tests ok")
```

It prints:

```
V1 = -0.10 Ha, V2 = -0.25 Ha, e_s = -0.30 Ha, e_p = 0.10 Ha
4V1^2+V2^2 = 0.1025 Ha^2, V1V2 = 0.0250 Ha^2
flat levels -V1+V2 = -0.150 Ha, -V1-V2 = 0.350 Ha
pure s levels 3V1+V2 = -0.550 Ha, 3V1-V2 = -0.050 Ha
bound |2V2-4V1| = 0.1000 Ha = 2.721 eV
K5: N = 5, b = 0, eps_min = -1.00000
  multiplicity bonding p 5, antibonding p 6, below gap 10
  bottom -0.5500, edges -0.15000 0.17839, top 0.3500 Ha
  gap = 0.32839 Ha = 8.936 eV
diamond64: N = 64, b = 1, eps_min = -4.00000
  multiplicity bonding p 65, antibonding p 65, below gap 128
  bottom -0.5500, edges -0.15000 -0.05000, top 0.3500 Ha
  gap = 0.10000 Ha = 2.721 eV
switched64: N = 64, b = 0, eps_min = -3.64707
  multiplicity bonding p 64, antibonding p 65, below gap 128
  bottom -0.5500, edges -0.15000 0.00641, top 0.3500 Ha
  gap = 0.15641 Ha = 4.256 eV
K5 level -0.55000 Ha, multiplicity 1, s weight 1.00000
K5 level -0.37839 Ha, multiplicity 4, s weight 0.74696
K5 level -0.15000 Ha, multiplicity 5, s weight 0.00000
K5 level 0.17839 Ha, multiplicity 4, s weight 0.25304
K5 level 0.35000 Ha, multiplicity 6, s weight 0.00000
Gamma: |eps| = 4.000, E/Ha = -0.5500 -0.1500 -0.1500 -0.1500 -0.0500 0.3500 0.3500 0.3500
X: |eps| = 0.000, E/Ha = -0.4202 -0.4202 -0.1500 -0.1500 0.2202 0.2202 0.3500 0.3500
L: |eps| = 2.000, E/Ha = -0.4905 -0.3291 -0.1500 -0.1500 0.1291 0.2905 0.3500 0.3500
inverted case V2 = -0.15 Ha, bound = 0.1000 Ha
  K5: gap 0.26794 Ha, below 5, half-filling gap 0.16794 Ha
  diamond64: gap 0.10000 Ha, below 64, half-filling gap 0.00000 Ha
  switched64: gap 0.13828 Ha, below 64, half-filling gap 0.03828 Ha
opposite signs V2 = 0.25 Ha: gap switched64 = 0.1000 Ha
  |2V2-4V1| = 0.9000 Ha, |2V2+4V1| = 0.1000 Ha
cut bond, V2 = -0.50 Ha: window (-0.400, 0.200) Ha
  gap levels/Ha: -0.00040 0.00015
critical d/d0 by bisection, dimer cell: 1.118034
critical d/d0 by bisection, K5: 1.118034
critical d/d0 = sqrt(V2/2V1) = 1.118034
tests ok
```
